# Photon-assisted tunnelling through a microwave-driven double quantum dot: a numerical check

```python
"""
Result under test: a level driven as E0 + eV cos(w t) has sidebands at
E0 + n hbar w of weight J_n(alpha)^2, alpha = eV/(hbar w).  A double dot
H = (eps + eV cos(w t))/2 sigma_z + t sigma_x, filled on the left at rate GL
and emptied on the right at rate GR, has current peaks that tend to
sqrt(eps^2 + 4 t^2) = n hbar w for weak drive, with a shift at finite drive.
Inside the functions energies are in units of hbar w, rates in units of w,
and currents in units of e w.
"""
import numpy as np
from scipy.special import jv
from scipy.optimize import minimize_scalar, brentq
from scipy.constants import h, hbar, e


def master_current(eps, t, alpha, GL, GR, nharm=12):
    """Mean current from the periodic density-matrix equation (no Bessel)."""
    # components: rho_LL, rho_RR, rho_LR, rho_RL
    M0 = np.array([[-GL, -GL, 1j*t, -1j*t],
                   [0, -GR, -1j*t, 1j*t],
                   [1j*t, -1j*t, -1j*eps - GR/2, 0],
                   [-1j*t, 1j*t, 0, 1j*eps - GR/2]])
    drive = np.diag([0, 0, -1j, 1j])*alpha/2
    size = 2*nharm + 1
    k = np.arange(-nharm, nharm + 1)
    hop = np.eye(size, k=1) + np.eye(size, k=-1)
    big = (np.kron(np.eye(size), M0) - 1j*np.kron(np.diag(k), np.eye(4))
           + np.kron(hop, drive))
    rhs = np.zeros(4*size, complex)
    rhs[4*nharm] = -GL
    rho = np.linalg.solve(big, rhs)
    return GR*rho[4*nharm + 1].real


def half_trace(eps, t, alpha, steps=512):
    """Half the trace of the one-period propagator: cos(2 pi quasienergy)."""
    dt = 2*np.pi/steps
    E = eps + alpha*np.cos((np.arange(steps) + 0.5)*dt)
    r = np.sqrt(E**2/4 + t**2)
    c, s = np.cos(r*dt), np.sin(r*dt)/r
    U = np.empty((steps, 2, 2), complex)
    U[:, 0, 0] = c - 1j*s*E/2
    U[:, 1, 1] = c + 1j*s*E/2
    U[:, 0, 1] = U[:, 1, 0] = -1j*s*t
    while len(U) > 1:
        U = U[1::2] @ U[0::2]
    return np.trace(U[0]).real/2


def root_condition(n, t):
    return np.sqrt(n**2 - 4*t**2)


def gap_minimum(n, t, alpha):
    """Detuning of the smallest quasienergy gap near the n-photon resonance."""
    c = root_condition(n, t)
    res = minimize_scalar(lambda x: -(-1)**n*half_trace(x, t, alpha),
                          bounds=(c - 0.3, c + 0.3), method="bounded",
                          options={"xatol": 1e-10})
    return res.x


def second_order_position(n, t, alpha):
    k = np.arange(1, 60)
    return n - 2*t**2*np.sum((jv(n - k, alpha)**2 - jv(n + k, alpha)**2)/k)


def resonance_current(delta, T, GL, GR):
    return GR*T**2/(delta**2 + GR**2/4 + T**2*(2 + GR/GL))


# ---- single driven level: Fourier weights of the wave function
alpha = 1.0
M = 256
phase = 2*np.pi*np.arange(M)/M
orders = np.arange(-20, 21)
wave = np.exp(-1j*alpha*np.sin(phase))
weights = np.array([abs(np.mean(wave*np.exp(1j*n*phase)))**2 for n in orders])
assert np.allclose(weights, jv(orders, alpha)**2, atol=1e-13)
assert abs(weights.sum() - 1) < 1e-12
mean_square = np.sum(orders**2*weights)
assert abs(mean_square - np.mean((alpha*np.cos(phase))**2)) < 1e-11

# ---- static probe of a decaying driven level, solved by harmonic balance
gamma = 0.15
for E in (-1.1, 0.0, 0.4, 2.0):
    m = np.arange(-25, 26)
    A = np.diag(E + m + 0.5j*gamma).astype(complex)
    A -= alpha/2*(np.eye(51, k=1) + np.eye(51, k=-1))
    source = np.zeros(51)
    source[25] = 1
    occupation = np.sum(abs(np.linalg.solve(A, source))**2)
    formula = np.sum(jv(m, alpha)**2/((E - m)**2 + gamma**2/4))
    assert abs(occupation/formula - 1) < 1e-9

# ---- undriven double dot: the resonance formula is exact
for eps in (0.0, 0.3, 1.2):
    a = master_current(eps, 0.12, 0.0, 0.03, 0.05)
    assert abs(a/resonance_current(eps, 0.12, 0.03, 0.05) - 1) < 1e-9

# ---- weak tunnelling: current is the Tien-Gordon sum
for eps in (-1.0, 0.0, 0.5, 1.0, 2.05):
    n = np.arange(-25, 26)
    tg = np.sum(jv(n, 1.3)**2*1e-6*0.1/((eps - n)**2 + 0.05**2))
    a = master_current(eps, 1e-3, 1.3, 0.1, 0.1, 16)
    assert abs(a/tg - 1) < 1e-3

# ---- slow leads: current follows from the Floquet-state polarisation
for eps in (0.3, 0.8, 1.02, 1.5, 2.0):
    GL, GR, d = 1e-5, 2e-5, 1e-4
    F = half_trace(eps, 0.12, 1.0)
    dF = (half_trace(eps + d, 0.12, 1.0) - half_trace(eps - d, 0.12, 1.0))/(2*d)
    s2 = (2*dF/(2*np.pi))**2/(1 - F**2)
    secular = GL/(1 + 2*GL/GR*(1 + s2)/(1 - s2))
    assert abs(master_current(eps, 0.12, 1.0, GL, GR)/secular - 1) < 2e-3

# ---- weak-drive limit: the deviation from the root condition falls as alpha^2
t_strong = 0.3
weak_rows = []
for n in (1, 2, 3):
    c = root_condition(n, t_strong)
    s_a = gap_minimum(n, t_strong, 0.2) - c
    s_b = gap_minimum(n, t_strong, 0.1) - c
    assert abs(s_b) < 2e-3 and 3.6 < s_a/s_b < 4.4
    weak_rows.append((n, c, s_a, s_b, s_a/s_b))

# ---- second-order position: its error falls as t^4
err = [abs(gap_minimum(1, t, 1.0) - second_order_position(1, t, 1.0))
       for t in (0.16, 0.08)]
assert err[0]/err[1] > 8

# ---- worked example
freq = 10e9
t_ueV = 5.0
rate = 2e8
quantum = h*freq/e*1e6
t = t_ueV/quantum
G = rate/(2*np.pi*freq)
to_pA = e*2*np.pi*freq*1e12
print("Worked example: round model parameters")
print(f"frequency = {freq/1e9:.1f} GHz, photon energy = {quantum:.3f} ueV")
print(f"t = {t_ueV:.2f} ueV, t/(hbar w) = {t:.4f}")
print(f"GL = GR = {rate:.2e} 1/s, hbar*GR = {hbar*rate/e*1e6:.4f} ueV")
print(f"alpha = {alpha:.2f}, drive amplitude eV = {alpha*quantum:.3f} ueV")
print(f"e*GR = {e*rate*1e12:.3f} pA, saturated peak e*GR/3 = "
      f"{e*rate*1e12/3:.3f} pA")
print("Sideband weights from Fourier quadrature (same for -n):")
for n in range(4):
    print(f"  n = {n}: weight = {weights[20 + n]:.6f}")
print(f"sum of weights = {weights.sum():.6f}")
print(f"mean square sideband order = {mean_square:.6f}")

for n in (1, 2, 3):
    c = root_condition(n, t)

    def current(x):
        return master_current(x, t, alpha, G, G)

    grid = np.linspace(c - 0.05, c + 0.05, 161)
    values = np.array([current(x) for x in grid])
    i = int(np.argmax(values))
    assert 0 < i < len(grid) - 1
    best = minimize_scalar(lambda x: -current(x)/G, method="bounded",
                           bounds=(grid[i - 1], grid[i + 1]),
                           options={"xatol": 1e-9})
    peak, height = best.x, -best.fun*G
    gap_pos = gap_minimum(n, t, alpha)
    second = second_order_position(n, t, alpha)
    T = t*abs(jv(n, alpha))
    height_formula = resonance_current(0.0, T, G, G)
    width_formula = 2*np.sqrt(G**2/4 + 3*T**2)
    left = brentq(lambda x: current(x) - height/2, peak - width_formula, peak)
    right = brentq(lambda x: current(x) - height/2, peak, peak + width_formula)
    width = right - left
    assert abs(peak - gap_pos)*quantum < 0.05
    assert abs(second - gap_pos)*quantum < 0.06
    assert abs(height/height_formula - 1) < 0.03
    assert abs(width/width_formula - 1) < 0.10
    assert abs(current(-peak)/height - 1) < 1e-8
    dark = master_current(peak, t, 0.0, G, G)
    print(f"Peak n = {n}: effective coupling t|J_n| = {T*quantum:.4f} ueV")
    print(f"  position, root condition   = {c*quantum:.3f} ueV")
    print(f"  position, second order     = {second*quantum:.3f} ueV")
    print(f"  position, gap minimum      = {gap_pos*quantum:.3f} ueV")
    print(f"  position, full current     = {peak*quantum:.3f} ueV")
    print(f"  height: formula {height_formula*to_pA:.3f} pA, "
          f"full {height*to_pA:.3f} pA")
    print(f"  full width at half height: formula {width_formula*quantum:.3f}"
          f" ueV, full {width*quantum:.3f} ueV")
    print(f"  undriven current at same detuning = {dark*to_pA:.4f} pA")

print("Weak-drive limit at t = 0.3 hbar w (energies in hbar w):")
for n, c, s_a, s_b, ratio in weak_rows:
    print(f"  n = {n}: root {c:.5f}, shift at alpha 0.2 = {s_a:.3e}, "
          f"at 0.1 = {s_b:.3e}, ratio {ratio:.3f}")
print(f"Second-order position error, n = 1, alpha = 1 (hbar w): "
      f"t=0.16: {err[0]:.2e}, t=0.08: {err[1]:.2e}")
print("verified")
```

Running it gives:

```
Worked example: round model parameters
frequency = 10.0 GHz, photon energy = 41.357 ueV
t = 5.00 ueV, t/(hbar w) = 0.1209
GL = GR = 2.00e+08 1/s, hbar*GR = 0.1316 ueV
alpha = 1.00, drive amplitude eV = 41.357 ueV
e*GR = 32.044 pA, saturated peak e*GR/3 = 10.681 pA
Sideband weights from Fourier quadrature (same for -n):
  n = 0: weight = 0.585527
  n = 1: weight = 0.193645
  n = 2: weight = 0.013203
  n = 3: weight = 0.000383
sum of weights = 1.000000
mean square sideband order = 0.500000
Peak n = 1: effective coupling t|J_n| = 2.2003 ueV
  position, root condition   = 40.129 ueV
  position, second order     = 40.542 ueV
  position, gap minimum      = 40.536 ueV
  position, full current     = 40.536 ueV
  height: formula 10.678 pA, full 10.678 pA
  full width at half height: formula 7.623 ueV, full 8.066 ueV
  undriven current at same detuning = 0.4662 pA
Peak n = 2: effective coupling t|J_n| = 0.5745 ueV
  position, root condition   = 82.107 ueV
  position, second order     = 82.044 ueV
  position, gap minimum      = 82.040 ueV
  position, full current     = 82.040 ueV
  height: formula 10.635 pA, full 10.635 pA
  full width at half height: formula 1.995 ueV, full 2.044 ueV
  undriven current at same detuning = 0.1177 pA
Peak n = 3: effective coupling t|J_n| = 0.0978 ueV
  position, root condition   = 123.666 ueV
  position, second order     = 123.639 ueV
  position, gap minimum      = 123.638 ueV
  position, full current     = 123.638 ueV
  height: formula 9.280 pA, full 9.274 pA
  full width at half height: formula 0.364 ueV, full 0.366 ueV
  undriven current at same detuning = 0.0521 pA
Weak-drive limit at t = 0.3 hbar w (energies in hbar w):
  n = 1: root 0.80000, shift at alpha 0.2 = 3.353e-03, at 0.1 = 8.424e-04, ratio 3.981
  n = 2: root 1.90788, shift at alpha 0.2 = -6.210e-04, at 0.1 = -1.567e-04, ratio 3.962
  n = 3: root 2.93939, shift at alpha 0.2 = -1.540e-04, at 0.1 = -3.833e-05, ratio 4.017
Second-order position error, n = 1, alpha = 1 (hbar w): t=0.16: 5.01e-04, t=0.08: 3.06e-05
verified
```
